# The Z-vector equation and the relaxed one-particle density in coupled-cluster theory: a program that tests the result

```python
"""Relaxed one-particle density of closed-shell coupled-cluster theory.

Result under test: with L = <0|(1+Lambda) exp(-T) H exp(T)|0> + sum z_ai f_ai,
the multipliers z of the Brillouin condition f_ai = 0 obey A z = -g, where
  A = d f_ai / d kappa_bj   (one quarter of the RHF energy Hessian),
  g = slope of the CC energy under occupied-virtual orbital rotation kappa,
and the relaxed density D = gamma + z/2 (in both the ai and ia blocks) gives
every first-order one-electron property of the orbital-relaxed CC energy.
gamma, Gamma: unrelaxed one- and two-particle densities; i,j occupied; a,b
virtual. CC equations are solved with explicit matrices over determinants.
Atomic units; BH molecule, boron at the origin, hydrogen on the +z axis.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.sparse import csr_matrix
from pyscf import gto, scf, cc

BOND = 2.4
n_orb, n_occ = 6, 3
n_vir = n_orb - n_occ
o, v = slice(0, n_occ), slice(n_occ, n_orb)


def make_molecule(bond):
    return gto.M(atom=[["B", (0, 0, 0)], ["H", (0, 0, bond)]],
                 unit="Bohr", basis="sto-3g", verbose=0)


def ao_integrals(bond):
    mol = make_molecule(bond)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return (mol.intor("int1e_ovlp"), core, mol.intor("int2e"),
            mol.energy_nuc())


def to_mo(h_ao, eri_ao, C):
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, C, C, C, C,
                    optimize=True)
    return C.T @ h_ao @ C, eri


def fock(h, eri):
    return (h + 2 * np.einsum("pqkk->pq", eri[:, :, o, o])
            - np.einsum("pkkq->pq", eri[:, o, o, :]))


def brillouin_jacobian(f, eri):
    """A as a matrix over compound indices (ai),(bj)."""
    A = (4 * eri[v, o, v, o] - eri[v, v, o, o].transpose(0, 2, 1, 3)
         - eri[v, o, v, o].transpose(0, 3, 2, 1)
         + np.einsum("ab,ij->aibj", f[v, v], np.eye(n_occ))
         - np.einsum("ab,ij->aibj", np.eye(n_vir), f[o, o]))
    return A.reshape(n_vir * n_occ, n_vir * n_occ)


def rotation(kappa):
    X = np.zeros((n_orb, n_orb))
    X[v, o], X[o, v] = kappa, -kappa.T
    return expm(X)


def orthonormalise(C, S):
    s, u = np.linalg.eigh(C.T @ S @ C)
    return C @ (u / np.sqrt(s)) @ u.T


def relax_orbitals(h_ao, eri_ao, S, C):
    """Newton solution of f_ai = 0; success is judged by f_ai itself."""
    C = orthonormalise(C, S)
    for _ in range(20):
        h, eri = to_mo(h_ao, eri_ao, C)
        f = fock(h, eri)
        if abs(f[v, o]).max() < 1e-12:
            break
        step = np.linalg.solve(brillouin_jacobian(f, eri), -f[v, o].ravel())
        C = C @ rotation(step.reshape(n_vir, n_occ))
    assert abs(f[v, o]).max() < 1e-10
    return C, h, eri


def slope(function, d):
    """Five-point central first derivative at zero."""
    return (8 * (function(d) - function(-d))
            - (function(2 * d) - function(-2 * d))) / (12 * d)


# ---- determinant space: strings of one spin, then products of two spins
strings = list(combinations(range(n_orb), n_occ))
position = {s: k for k, s in enumerate(strings)}
n_str = len(strings)
n_det = n_str ** 2
e = np.zeros((n_orb, n_orb, n_str, n_str))
for col, s in enumerate(strings):
    for k, q in enumerate(s):
        rest = s[:k] + s[k + 1:]
        for p in range(n_orb):
            if p not in rest:
                before = sum(r < p for r in rest)
                row = position[tuple(sorted(rest + (p,)))]
                e[p, q, row, col] = (-1) ** (k + before)
one_str = np.eye(n_str)
E = (np.einsum("pqIJ,KL->pqIKJL", e, one_str)
     + np.einsum("IJ,pqKL->pqIKJL", one_str, e))
E = E.reshape(n_orb, n_orb, n_det, n_det)
reference = np.zeros(n_det)
reference[0] = 1.0


def hamiltonian(h, eri):
    k = h - 0.5 * np.einsum("prrq->pq", eri)
    ge = np.tensordot(eri, e, 2)
    same = np.tensordot(k, e, 2) + 0.5 * np.einsum("pqIJ,pqJK->IK", e, ge)
    H = (np.einsum("pqIJ,pqKL->IKJL", e, ge, optimize=True)
         + np.einsum("IJ,KL->IKJL", same, one_str)
         + np.einsum("IJ,KL->IKJL", one_str, same))
    return H.reshape(n_det, n_det)


# ---- spin-adapted excitation operators E_ai and E_ai E_bj
pairs = [(a, i) for a in range(n_occ, n_orb) for i in range(n_occ)]
tau = [E[a, i] for a, i in pairs]
holes = [{i} for a, i in pairs]
for m, (a, i) in enumerate(pairs):
    for b, j in pairs[:m + 1]:
        tau.append(E[a, i] @ E[b, j])
        holes.append({i, j})
tau = np.array(tau)


def excitation_set(selection):
    chosen = tau[selection]
    return (csr_matrix(chosen.reshape(len(chosen), -1)),
            csr_matrix(chosen.reshape(-1, n_det)),
            chosen[:, :, 0].T.copy())


def exp_apply(T, x):
    """exp(T) x; exact, since T is nilpotent."""
    total, term = x, x
    for k in range(1, 2 * n_occ + 1):
        term = T @ term / k
        total = total + term
    return total


def solve_cc(h, eri, excitations, t=None):
    """Electronic CC energy, amplitudes, left and right state vectors."""
    flat, stack, kets = excitations
    t = np.zeros(kets.shape[1]) if t is None else t
    H = hamiltonian(h, eri)
    for _ in range(25):
        T = (flat.T @ t).reshape(n_det, n_det)
        w = exp_apply(-T, H @ exp_apply(T, reference))
        residual = kets.T @ w
        Hk = exp_apply(-T, H @ exp_apply(T, kets))
        J = kets.T @ (Hk - (stack @ w).reshape(-1, n_det).T)
        if abs(residual).max() < 1e-11:
            break
        t = t - np.linalg.solve(J, residual)
    assert abs(residual).max() < 1e-10
    lam = np.linalg.solve(J.T, -Hk[0])
    left = exp_apply(-T.T, reference + kets @ lam)
    return w[0], t, left, exp_apply(T, reference)


def densities(left, right):
    LE = np.tensordot(left, E, axes=(0, 2))
    ER = E @ right
    g1 = LE @ right
    g2 = (np.einsum("pqI,rsI->pqrs", LE, ER, optimize=True)
          - np.einsum("qr,ps->pqrs", np.eye(n_orb), g1))
    g2 = (g2 + g2.transpose(1, 0, 2, 3)) / 2
    g2 = (g2 + g2.transpose(0, 1, 3, 2)) / 2
    g2 = (g2 + g2.transpose(2, 3, 0, 1)) / 2
    return (g1 + g1.T) / 2, g2


def rotation_slopes(h, eri, g1, g2):
    F = h @ g1 + np.einsum("rqst,pqst->rp", eri, g2)
    return 2 * (F - F.T)


# ---- reference RHF state
mol = make_molecule(BOND)
S, h_ao, eri_ao, V_nn = ao_integrals(BOND)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
C0, h0, eri0 = relax_orbitals(h_ao, eri_ao, S, mf.mo_coeff)
C0 = C0 * np.sign(C0[np.argmax(abs(C0), axis=0), np.arange(n_orb)])
h0, eri0 = to_mo(h_ao, eri_ao, C0)
f0 = fock(h0, eri0)
A = brillouin_jacobian(f0, eri0)


def rhf_energy(h, eri):
    return np.trace((h + fock(h, eri))[o, o]) + V_nn


E_hf = rhf_energy(h0, eri0)
assert abs(E_hf - mf.e_tot) < 1e-8
z_ao = mol.intor("int1e_r")[2]
zz_ao = mol.intor("int1e_rr")[8]
z_mo, zz_mo = C0.T @ z_ao @ C0, C0.T @ zz_ao @ C0
mu_nuc = mol.atom_charges() @ mol.atom_coords()[:, 2]

# ---- A against numerical derivatives along a random rotation
rng = np.random.default_rng(7)
direction = rng.normal(size=(n_vir, n_occ))
direction /= np.linalg.norm(direction)


def rotated(step):
    return to_mo(h_ao, eri_ao, C0 @ rotation(step * direction))


df = slope(lambda s: fock(*rotated(s))[v, o], 1e-3)
assert abs(df.ravel() - A @ direction.ravel()).max() < 1e-6
d = 3e-4
curvature = (rhf_energy(*rotated(d)) - 2 * E_hf
             + rhf_energy(*rotated(-d))) / d ** 2
hessian_form = 4 * direction.ravel() @ A @ direction.ravel()
assert abs(curvature - hessian_form) < 1e-4 * max(1, abs(hessian_form))


# ---- first-order orbital response taken from actual perturbed RHF orbitals
def orbital_response(operator_ao):
    def relative(s):
        C = relax_orbitals(h_ao + s * operator_ao, eri_ao, S, C0)[0]
        M = C0.T @ S @ C
        return M[v, o] @ np.linalg.inv(M[o, o])
    return slope(relative, 5e-4)


kappa_z, kappa_zz = orbital_response(z_ao), orbital_response(zz_ao)


def frozen_lagrangian(bond, g1, g2, z):
    """L at displaced nuclei with every parameter and multiplier frozen."""
    S_x, h_x, eri_x, V_x = ao_integrals(bond)
    h, eri = to_mo(h_x, eri_x, orthonormalise(C0, S_x))
    return (V_x + np.sum(g1 * h) + 0.5 * np.sum(g2 * eri)
            + np.sum(z * fock(h, eri)[v, o]))


n_single = len(pairs)
methods = {"CCSD": np.arange(len(tau)), "CCD": np.arange(n_single, len(tau))}
results = {}
for name, selection in methods.items():
    ex = excitation_set(selection)
    E_el, t0, left, right = solve_cc(h0, eri0, ex)
    g1, g2 = densities(left, right)
    assert abs(np.sum(g1 * h0) + 0.5 * np.sum(g2 * eri0) - E_el) < 1e-8
    slopes = rotation_slopes(h0, eri0, g1, g2)
    assert abs(slopes[o, o]).max() < 1e-8
    assert abs(slopes[v, v]).max() < 1e-8
    g = slopes[v, o]
    numeric = slope(lambda s: solve_cc(*rotated(s), ex, t0)[0], 1e-3)
    assert abs(numeric - np.sum(g * direction)) < 1e-6

    z = np.linalg.solve(A, -g.ravel()).reshape(n_vir, n_occ)
    D = g1.copy()
    D[v, o] += z / 2
    D[o, v] += z.T / 2
    assert abs(np.trace(D) - 2 * n_occ) < 1e-9
    assert abs(np.sum(g * kappa_z) - np.sum(z * z_mo[v, o])) < 1e-6
    assert abs(np.sum(g * kappa_zz) - np.sum(z * zz_mo[v, o])) < 1e-6

    frozen_orbital = slope(
        lambda s: solve_cc(h0 + s * z_mo, eri0, ex, t0)[0], 5e-4)
    assert abs(frozen_orbital - np.sum(g1 * z_mo)) < 1e-6

    def full_energy(bond=BOND, operator=0.0):
        S_x, h_x, eri_x, V_x = ao_integrals(bond)
        _, h, eri = relax_orbitals(h_x + operator, eri_x, S_x, C0)
        return solve_cc(h, eri, ex, t0)[0] + V_x

    fd_z = slope(lambda s: full_energy(operator=s * z_ao), 5e-4)
    fd_zz = slope(lambda s: full_energy(operator=s * zz_ao), 5e-4)
    fd_R = slope(lambda s: full_energy(bond=BOND + s), 5e-3)
    an_R = slope(lambda s: frozen_lagrangian(BOND + s, g1, g2, z), 5e-3)
    un_R = slope(lambda s: frozen_lagrangian(BOND + s, g1, g2, 0 * z), 5e-3)
    errors = [abs(fd_z - np.sum(D * z_mo)), abs(fd_zz - np.sum(D * zz_mo)),
              abs(fd_R - an_R)]
    assert max(errors) < 1e-6
    results[name] = dict(
        E=E_el + V_nn, g1=g1, g=g, z=z, D=D, error=max(errors),
        mu=(mu_nuc - np.sum(g1 * z_mo), mu_nuc - np.sum(D * z_mo),
            mu_nuc - fd_z),
        zz=(np.sum(g1 * zz_mo), np.sum(D * zz_mo), fd_zz),
        R=(un_R, an_R, fd_R))

ccsd, ccd = results["CCSD"], results["CCD"]
pyscf_cc = cc.CCSD(mf)
pyscf_cc.conv_tol, pyscf_cc.conv_tol_normt = 1e-10, 1e-8
pyscf_cc.max_cycle = 200
pyscf_cc.kernel()
assert abs(pyscf_cc.e_tot - ccsd["E"]) < 1e-7
norm_sd, norm_d = np.linalg.norm(ccsd["z"]), np.linalg.norm(ccd["z"])
assert norm_sd < norm_d

# ---- frozen core: core-valence rotations are no longer redundant
valence = np.array([m for m, hole in enumerate(holes) if 0 not in hole])
_, _, left, right = solve_cc(h0, eri0, excitation_set(valence))
core_slope = abs(rotation_slopes(h0, eri0, *densities(left, right))[0, 1:3])
assert core_slope.max() > 1e-5

# ---- exact state: no orbital slope, hence no relaxation term
values, vectors = np.linalg.eigh(hamiltonian(h0, eri0))
best = np.argmax(abs(vectors[0]))
exact1, exact2 = densities(vectors[:, best], vectors[:, best])
exact_slope = abs(rotation_slopes(h0, eri0, exact1, exact2)[v, o]).max()
assert exact_slope < 1e-8

# ---- by symmetry only the sigma* virtual carries a Z-vector
s = int(np.argmax(np.linalg.norm(ccsd["z"], axis=1)))
others = [a for a in range(n_vir) if a != s]
assert abs(ccsd["z"][others]).max() < 1e-7
block = A.reshape(n_vir, n_occ, n_vir, n_occ)[s, :, s, :]
debye = (constants.e * constants.physical_constants["Bohr radius"][0]
         * constants.c / 1e-21)


def row(x, digits=6):
    return "  ".join(f"{y:.{digits}f}" for y in x)


print(f"BH, STO-3G, bond length: {BOND:.1f} bohr")
print(f"orbitals, occupied, determinants: {n_orb}, {n_occ}, {n_det}")
print(f"RHF energy: {E_hf:.8f} hartree")
print(f"CCSD energy: {ccsd['E']:.8f} hartree")
print(f"CCD energy: {ccd['E']:.8f} hartree")
print(f"exact energy in this basis: {values[best] + V_nn:.8f} hartree")
print(f"occupied orbital energies: {row(np.diag(f0)[o])} hartree")
print(f"sigma* orbital energy: {f0[n_occ + s, n_occ + s]:.6f} hartree")
print("A for sigma* with 1,2,3 sigma (hartree):")
for line in block:
    print("  " + row(line))
print("CCSD, sigma* with 1,2,3 sigma:")
print(f"  g (hartree): {row(ccsd['g'][s], 8)}")
print(f"  z: {row(ccsd['z'][s], 8)}")
print(f"  unrelaxed gamma_ai: {row(ccsd['g1'][n_occ + s, o], 8)}")
print(f"  relaxed D_ai: {row(ccsd['D'][n_occ + s, o], 8)}")
print(f"  <a|z|i> (bohr): {row(z_mo[n_occ + s, o])}")
print("CCD, sigma* with 1,2,3 sigma:")
print(f"  g (hartree): {row(ccd['g'][s], 8)}")
print(f"  z: {row(ccd['z'][s], 8)}")
mu_hf = mu_nuc - 2 * np.trace(z_mo[o, o])
print(f"RHF dipole: {mu_hf:.6f} e*bohr")
print(f"exact dipole: {mu_nuc - np.sum(exact1 * z_mo):.6f} e*bohr")
for name, res in results.items():
    print(f"{name}: unrelaxed / relaxed / finite difference")
    print(f"  dipole (e*bohr): {row(res['mu'], 7)}")
    print(f"  <z^2> (bohr^2): {row(res['zz'], 7)}")
    print(f"  dE/dR (hartree/bohr): {row(res['R'], 7)}")
    print(f"  relaxed dipole: {res['mu'][1] * debye:.5f} debye")
    print(f"  largest deviation of the three: {res['error']:.1e} a.u.")
    print(f"  eigenvalues of D: {row(np.linalg.eigvalsh(res['D'])[::-1])}")
print(f"norm of z, CCSD and CCD: {norm_sd:.6f}, {norm_d:.6f}")
print(f"RHF curvature, numerical: {curvature:.5f} hartree")
print(f"RHF curvature, from 4A: {hessian_form:.5f} hartree")
print(f"lowest eigenvalue of A: {np.linalg.eigvalsh(A)[0]:.6f} hartree")
print(f"frozen core, core-valence slope: {core_slope.max():.2e} hartree")
print(f"exact state, largest orbital slope: {exact_slope:.1e} hartree")
print("no test failed")
```

It prints:

```
BH, STO-3G, bond length: 2.4 bohr
orbitals, occupied, determinants: 6, 3, 400
RHF energy: -24.75134031 hartree
CCSD energy: -24.80965523 hartree
CCD energy: -24.80899363 hartree
exact energy in this basis: -24.80981175 hartree
occupied orbital energies: -7.341667  -0.562617  -0.247254 hartree
sigma* orbital energy: 0.668356 hartree
A for sigma* with 1,2,3 sigma (hartree):
  7.429912  0.022733  0.050686
  0.022733  1.024176  -0.102428
  0.050686  -0.102428  0.698570
CCSD, sigma* with 1,2,3 sigma:
  g (hartree): -0.00268941  0.00125455  0.00002244
  z: 0.00036748  -0.00125741  -0.00024316
  unrelaxed gamma_ai: 0.00035932  -0.02523811  -0.03223481
  relaxed D_ai: 0.00054306  -0.02586681  -0.03235639
  <a|z|i> (bohr): -0.095617  0.635989  -0.981128
CCD, sigma* with 1,2,3 sigma:
  g (hartree): -0.00281617  0.04646198  0.04000426
  z: 0.00098082  -0.05188211  -0.06494430
RHF dipole: 0.347320 e*bohr
exact dipole: 0.215332 e*bohr
CCSD: unrelaxed / relaxed / finite difference
  dipole (e*bohr): 0.2133233  0.2139196  0.2139196
  <z^2> (bohr^2): 11.5214985  11.5183679  11.5183679
  dE/dR (hartree/bohr): 0.0099923  0.0100387  0.0100387
  relaxed dipole: 0.54373 debye
  largest deviation of the three: 1.4e-10 a.u.
  eigenvalues of D: 1.999986  1.975479  1.855465  0.071735  0.071735  0.025600
CCD: unrelaxed / relaxed / finite difference
  dipole (e*bohr): 0.2484986  0.2178702  0.2178702
  <z^2> (bohr^2): 11.5745445  11.5156461  11.5156461
  dE/dR (hartree/bohr): 0.0193180  0.0103812  0.0103812
  relaxed dipole: 0.55377 debye
  largest deviation of the three: 1.7e-10 a.u.
  eigenvalues of D: 1.999986  1.975901  1.858859  0.070709  0.070709  0.023837
norm of z, CCSD and CCD: 0.001332, 0.083129
RHF curvature, numerical: 7.89947 hartree
RHF curvature, from 4A: 7.89947 hartree
lowest eigenvalue of A: 0.182502 hartree
frozen core, core-valence slope: 2.32e-02 hartree
exact state, largest orbital slope: 1.9e-15 hartree
no test failed
```
